# Buffer errors in a metallic chain: Friedel oscillations and electronic temperature: a program that tests the result

```python
"""
Buffer error of divide and conquer in a metallic tight-binding chain.
Result under test: one cut at distance b = n*a from a core atom changes its
electron number (both spins) by
    T = 0 : -sin(2 kF b) a/(pi b)
    T > 0 : -(2 kT a/(hbar vF)) sin(2 kF b)/sinh(2 pi kT b/(hbar vF)),
the latter for kT small against the distance of mu from the band edges.
A fragment with two cuts at T = 0 has an error of at most a/b.
Symbols: t hopping (matrix element -t), a spacing, mu chemical potential,
q = k*a, n = number of spacings from the core atom to the first removed atom,
p(d) = density matrix per spin of the infinite chain at separation d*a.
Energies are in eV.  References are infinite chains at the same T and mu.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge, hbar
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

HOP = 1.0                      # eV
SPACING = 0.25                 # nm
MU = -1.2                      # eV
KB = k_joule / charge          # eV/K
QF = np.arccos(-MU / (2 * HOP))
HV = 2 * HOP * np.sin(QF)      # hbar vF / a in eV


def solve(n_atoms, end_energy=0.0):
    site = np.zeros(n_atoms)
    site[0] = end_energy
    return eigh_tridiagonal(site, -HOP * np.ones(n_atoms - 1))


def filling(energy, kT, mu=MU):
    if kT == 0:
        return (energy < mu).astype(float)
    return expit((mu - energy) / kT)


def populations(levels, orbitals, kT):
    return 2 * (orbitals**2) @ filling(levels, kT)


def bulk_population(kT):
    if kT == 0:
        return 2 * QF / np.pi
    q = 2 * np.pi * np.arange(20000) / 20000
    return 2 * np.mean(filling(-2 * HOP * np.cos(q), kT))


def pole_wavenumbers(kT, count=2000):
    z = MU + 1j * np.pi * kT * (2 * np.arange(count) + 1)
    q = np.arccos(-z / (2 * HOP))
    return np.where(q.imag < 0, -q, q)


def p_thermal(d, kT):
    """Infinite-chain density matrix per spin from the Fermi poles, d > 0."""
    q = pole_wavenumbers(kT)
    return 2 * kT * np.sum(np.exp(1j * q * d) / (2j * HOP * np.sin(q))).real


def long_length(phase=0.0):
    """Length for which mu lies almost midway between two levels, so that
    a long finite chain imitates a chain with a single cut at T = 0."""
    return min(range(1900, 2001),
               key=lambda L: abs(((QF * L + phase) / np.pi) % 1 - 0.5))


# ---- one cut at T = 0: populations and local grand potential
length = long_length()
levels, orbitals = solve(length - 1)
pop_error_cold = populations(levels, orbitals, 0) - bulk_population(0)
n = np.arange(3, 121)
friedel = -np.sin(2 * QF * n) / (np.pi * n)
# tolerance: finite length of the long chain
assert np.all(np.abs(pop_error_cold[n - 1] - friedel) * np.pi * n < 0.02)

omega = 2 * (orbitals**2) @ (filling(levels, 0) * (levels - MU))
omega_bulk = 2 / np.pi * (-2 * HOP * np.sin(QF) - MU * QF)
n = np.arange(40, 81)
omega_law = -HV * np.cos(2 * QF * n) / (2 * np.pi * n**2)
omega_env = HV / (2 * np.pi * n**2)
# tolerance: next order in 1/n and finite length
assert np.all(np.abs(omega[n - 1] - omega_bulk - omega_law) < 0.05 * omega_env)
omega_error_40 = omega[39] - omega_bulk

# ---- a modified end atom shifts the phase but keeps the envelope
end_energy = 0.5 * HOP
ratio = end_energy / HOP
delta = np.arctan2(-ratio * np.sin(QF), 1 + ratio * np.cos(QF))
levels, orbitals = solve(long_length(delta) - 1, end_energy)
capped = populations(levels, orbitals, 0) - bulk_population(0)
n = np.arange(60, 121)
capped_law = -np.sin(2 * QF * n + 2 * delta) / (np.pi * n)
assert np.all(np.abs(capped[n - 1] - capped_law) * np.pi * n < 0.03)

# ---- half filling: exact populations, bond orders still wrong as 1/b
levels, orbitals = solve(2000)
occupied = orbitals[:, levels < 0]
half_pop_error = np.max(np.abs(2 * np.sum(occupied**2, axis=1) - 1))
assert half_pop_error < 1e-10
bonds = 2 * np.sum(occupied[:-1] * occupied[1:], axis=1)
n = np.arange(3, 121)
bond_law = -2 * np.sin(np.pi / 2 * (2 * n + 1)) / (np.pi * (2 * n + 1))
bond_error = bonds[n - 1] - 2 / np.pi
assert np.all(np.abs(bond_error - bond_law) < 0.02 * np.abs(bond_law))
half_bond_40 = bonds[39] - 2 / np.pi

# ---- fragments with one central core atom, both temperatures
kT_room = KB * 300
bulk_cold, bulk_room = bulk_population(0), bulk_population(kT_room)
central_cold, central_room = {}, {}
for n_buf in range(2, 160):
    L = 2 * n_buf
    levels, orbitals = solve(L - 1)
    pop = populations(levels, orbitals, 0)
    site = np.arange(1, L)
    M = int(np.floor(QF * L / np.pi))
    closed = ((2 * M + 1) / L - np.sin((2 * M + 1) * np.pi * site / L)
              / (L * np.sin(np.pi * site / L)))
    assert np.allclose(pop, closed, atol=1e-10)
    to_cut = np.minimum(site, L - site)
    assert np.all(np.abs(pop - bulk_cold) * to_cut <= 1 + 1e-9)
    central_cold[n_buf] = abs(pop[n_buf - 1] - bulk_cold)
    pop = populations(levels, orbitals, kT_room)
    central_room[n_buf] = abs(pop[n_buf - 1] - bulk_room)

windows = [(10, 19), (20, 39), (40, 79), (80, 159)]
window_cold, window_room = [], []
for first, last in windows:
    sizes = range(first, last + 1)
    # the bound a/b is nearly reached in every window: no faster decay
    assert max(central_cold[m] * m for m in sizes) > 0.85
    window_cold.append(max(central_cold[m] for m in sizes))
    window_room.append(max(central_room[m] for m in sizes))

# ---- image sum for a fragment at finite temperature
L = 40
levels, orbitals = solve(L - 1)
pop = populations(levels, orbitals, kT_room)
for site in range(5, 36, 3):
    loops = sum(2 * p_thermal(2 * m * L, kT_room) for m in range(1, 16))
    echoes = sum(p_thermal(abs(2 * site + 2 * m * L), kT_room)
                 for m in range(-15, 16))
    assert abs(pop[site - 1] - bulk_room - 2 * loops + 2 * echoes) < 1e-9

# ---- one cut at finite temperature
levels, orbitals = solve(600)


def one_cut_error(kT):
    return populations(levels, orbitals, kT) - bulk_population(kT)


def thermal_envelope(n, kT):
    return 2 * kT / HV / np.sinh(2 * np.pi * kT * n / HV)


room_error = one_cut_error(kT_room)
for m in range(5, 61):
    assert abs(room_error[m - 1] + 2 * p_thermal(2 * m, kT_room)) < 1e-10

# tolerances: phase drift from band curvature, growing as n*(kT)^2
for temperature, n_max, tolerance in [(100, 90, 0.03), (300, 40, 0.10)]:
    kT = KB * temperature
    n = np.arange(3, n_max + 1)
    envelope = thermal_envelope(n, kT)
    difference = one_cut_error(kT)[n - 1] + np.sin(2 * QF * n) * envelope
    assert np.all(np.abs(difference) < tolerance * envelope)

# Decay rate from four neighbouring populations: for x_n = Re(A z^n) the
# combination x_n^2 - x_(n-1) x_(n+1) is proportional to |z|^(2n).
decay_rows = []
for temperature in (300, 600, 1000):
    kT = KB * temperature
    linear_rate = 2 * np.pi * kT / HV
    m = int(round(6 / linear_rate))
    x0, x1, x2, x3 = one_cut_error(kT)[m - 2:m + 2]
    measured = -0.5 * np.log((x2**2 - x1 * x3) / (x1**2 - x0 * x2))
    pole_rate = 2 * pole_wavenumbers(kT, 1)[0].imag
    assert abs(measured / pole_rate - 1) < 2e-3
    assert abs(measured / linear_rate - 1) < 0.02   # linearized band
    decay_rows.append((temperature, SPACING / linear_rate,
                       SPACING / measured))

# ---- buffer needed for a population error below the target at 300 K
target = 1e-3
needed = (np.arcsinh(4 * kT_room / HV / target) * HV
          / (2 * np.pi * kT_room))
last_bad = max(m for m in central_room if central_room[m] >= target)
assert needed - 5 <= last_bad <= needed + 1   # crests are a few atoms apart
needed_cold = 1 / target

# ---- price of smearing: shift of the bulk population at fixed mu
dos_slope = -2 / np.pi * np.cos(QF) / (4 * HOP**2 * np.sin(QF)**3)
sommerfeld = np.pi**2 / 6 * kT_room**2 * dos_slope
smearing_shift = bulk_room - bulk_cold
assert abs(smearing_shift / sommerfeld - 1) < 0.02

# ---- contrast: gapped chain with alternating hoppings, T = 0, mu in the gap
strong, weak = 1.2, 0.8
kgrid = 2 * np.pi * np.arange(4000) / 4000
gap_bulk = np.mean((strong + weak * np.cos(kgrid)) / np.sqrt(
    strong**2 + weak**2 + 2 * strong * weak * np.cos(kgrid)))
gap_errors = {}
for buffer_atoms in (10, 20, 40):
    size = 2 * buffer_atoms + 2
    hops = np.where(np.arange(size - 1) % 2 == 0, strong, weak)
    energy, vec = eigh_tridiagonal(np.zeros(size), -hops)
    occ = vec[:, energy < 0]
    bond = 2 * np.sum(occ[buffer_atoms] * occ[buffer_atoms + 1])
    gap_errors[buffer_atoms] = abs(bond - gap_bulk)
assert gap_errors[20] < 0.05 * gap_errors[10]
assert gap_errors[40] < 1e-3 * gap_errors[20]

# ---- printed numbers
print(f"hopping t = {HOP:.2f} eV")
print(f"spacing a = {SPACING:.2f} nm")
print(f"chemical potential mu = {MU:.2f} eV")
print(f"kF*a = {QF:.4f} rad")
print(f"hbar*vF = {HV * SPACING:.4f} eV nm")
print(f"vF = {HV * SPACING * 1e-9 * charge / hbar:.4e} m/s")
print(f"kT at 300 K = {kT_room:.5f} eV")
print(f"bulk population at 0 K = {bulk_cold:.6f} electrons/atom")
print(f"smearing shift at 300 K = {smearing_shift:.3e} electrons/atom")
print(f"Sommerfeld estimate of it = {sommerfeld:.3e} electrons/atom")
print("One cut, core atom at n = 40:")
print(f"  distance b = {40 * SPACING:.2f} nm")
print(f"  0 K, law   = {-np.sin(80 * QF) / (40 * np.pi):.4e} electrons")
print(f"  0 K, chain = {pop_error_cold[39]:.4e} electrons")
room_law = -np.sin(80 * QF) * thermal_envelope(40, kT_room)
print(f"  300 K, sinh law = {room_law:.4e} electrons")
print(f"  300 K, pole sum = {-2 * p_thermal(80, kT_room):.4e} electrons")
print(f"  300 K, chain    = {room_error[39]:.4e} electrons")
print(f"  0 K, local grand potential error = {omega_error_40:.3e} eV")
print(f"End atom raised by {end_energy:.2f} eV: phase = {delta:.4f} rad")
print(f"  0 K error at n = 100, chain = {capped[99]:.4e} electrons")
capped_100 = -np.sin(200 * QF + 2 * delta) / (100 * np.pi)
print(f"  0 K error at n = 100, law   = {capped_100:.4e} electrons")
print("Fragment with two cuts, largest central error (electrons):")
for (first, last), cold, room in zip(windows, window_cold, window_room):
    print(f"  n = {first}-{last}: 0 K {cold:.3e}, 300 K {room:.3e}")
print("Decay length of the one-cut error (nm):")
for temperature, linear, measured in decay_rows:
    print(f"  {temperature} K: formula {linear:.4f}, chain {measured:.4f}")
print(f"Target population error = {target:.1e} electrons")
print(f"  300 K, predicted n = {needed:.1f} spacings")
print(f"  300 K, predicted b = {needed * SPACING:.2f} nm")
print(f"  300 K, fragments safe from n = {last_bad + 1} spacings")
print(f"  0 K, guaranteed from n = {needed_cold:.0f} spacings")
print(f"  0 K, guaranteed from b = {needed_cold * SPACING:.0f} nm")
print("Half filling, one cut, 0 K:")
print(f"  largest population error = {half_pop_error:.1e} electrons")
print(f"  bond-order error at n = 40: {half_bond_40:.4e} (no unit)")
print(f"Gapped chain, hoppings {strong:.1f} and {weak:.1f} eV, 0 K:")
print(f"  gap = {2 * (strong - weak):.2f} eV")
for buffer_atoms, error in gap_errors.items():
    print(f"  {buffer_atoms} buffer atoms: bond error {error:.2e} (no unit)")
print("all good")
```

Printed output:

```
hopping t = 1.00 eV
spacing a = 0.25 nm
chemical potential mu = -1.20 eV
kF*a = 0.9273 rad
hbar*vF = 0.4000 eV nm
vF = 6.0771e+05 m/s
kT at 300 K = 0.02585 eV
bulk population at 0 K = 0.590334 electrons/atom
smearing shift at 300 K = -2.061e-04 electrons/atom
Sommerfeld estimate of it = -2.050e-04 electrons/atom
One cut, core atom at n = 40:
  distance b = 10.00 nm
  0 K, law   = 7.4583e-03 electrons
  0 K, chain = 7.4650e-03 electrons
  300 K, sinh law = 1.0443e-03 electrons
  300 K, pole sum = 1.0302e-03 electrons
  300 K, chain    = 1.0302e-03 electrons
  0 K, local grand potential error = -5.697e-05 eV
End atom raised by 0.50 eV: phase = -0.2985 rad
  0 K error at n = 100, chain = -1.5123e-03 electrons
  0 K error at n = 100, law   = -1.5034e-03 electrons
Fragment with two cuts, largest central error (electrons):
  n = 10-19: 0 K 7.633e-02, 300 K 4.285e-02
  n = 20-39: 0 K 4.488e-02, 300 K 1.362e-02
  n = 40-79: 0 K 1.891e-02, 300 K 2.032e-03
  n = 80-159: 0 K 1.202e-02, 300 K 3.109e-05
Decay length of the one-cut error (nm):
  300 K: formula 2.4626, chain 2.4654
  600 K: formula 1.2313, chain 1.2369
  1000 K: formula 0.7388, chain 0.7479
Target population error = 1.0e-03 electrons
  300 K, predicted n = 47.9 spacings
  300 K, predicted b = 11.97 nm
  300 K, fragments safe from n = 46 spacings
  0 K, guaranteed from n = 1000 spacings
  0 K, guaranteed from b = 250 nm
Half filling, one cut, 0 K:
  largest population error = 4.0e-15 electrons
  bond-order error at n = 40: -7.8647e-03 (no unit)
Gapped chain, hoppings 1.2 and 0.8 eV, 0 K:
  gap = 0.80 eV
  10 buffer atoms: bond error 1.39e-04 (no unit)
  20 buffer atoms: bond error 9.73e-07 (no unit)
  40 buffer atoms: bond error 1.11e-10 (no unit)
all good
```
